Why van der Waals forces weaken when light is too slow

**1. The fact to explain**

A silica-like particle of radius 5000 Å faces a thick oxide film across an empty gap. In the model below, letting electric fields act instantly gives an attraction of 9.4×10⁻³ eV/Å at a gap of 200 Å. With the finite speed of light it is 4.4×10⁻³ eV/Å, less than half. At a gap of 4 Å the same correction removes 0.7 percent. Some length between these gaps separates the two behaviours.

The algebra uses atomic units: ħ, the electron mass and charge, and 4πε₀ equal 1, and c ≈ 137. Two neutral, isotropic atoms A and B in their ground states are a distance R apart in vacuum at zero temperature. R is large compared with their size. Each responds as an oscillator of frequency ω₀ and static polarizability α₀, with α₀ ≪ R³ and radiation damping neglected. At imaginary frequency iξ

α(iξ) = α₀ω₀²/(ω₀² + ξ²).

**2. First contribution: the two times**

A fluctuating dipole on A sends a field that reaches B after R/c. B is polarized, and its field returns to A after 2R/c. The attraction relies on the reply meeting a dipole that still points as it did. That dipole changes in the response time τ = 1/ω₀, and during the round trip its phase advances by

2R/(cτ) = 2ω₀R/c = 2u, with u = ω₀R/c.

Delay is harmless for u ≪ 1 and matters once u is of order 1, so the crossover length is a number times cτ. The argument gives neither that number nor the law beyond it. Both need the energy.

**3. Second contribution: the delayed field**

For time dependence e^(−iωt) and k = ω/c, a dipole p at the origin is a current −iωp. Its vector potential in Lorenz gauge is −ik p G, with G = e^(ikr)/r. The gauge condition gives the scalar potential −∇·(pG), so the electric field is

E = ∇(∇·pG) + k²pG.

At ω = iξ, k = iκ with κ = ξ/c, so G = e^(−κr)/r and k² = −κ². The derivatives are

G′ = −(1 + κr)G/r,  G″ = (κ² + 2κ/r + 2/r²)G.

For a dipole along the line of atoms the field per unit dipole is G″ − κ²G. For one across the line it is G′/r − κ²G. With x = ξR/c,

T∥ = 2(1 + x)e^(−x)/R³,
T⊥ = −(1 + x + x²)e^(−x)/R³.

At x = 0 these are the static dipole fields 2/R³ and −1/R³.

**4. Third contribution: the energy of the modes**

Oscillators and field form a quadratic system, so its ground energy is half the sum of its normal frequencies. In a large box these are discrete. A coupled mode along direction j needs p_A = αT_j p_B and p_B = αT_j p_A, hence 1 − α²T_j² = 0. Define

𝒟(ω) = ∏_j (1 − α²T_j²), j running over one ∥ and two ⊥ directions.

Eliminating the field from the equations of motion factors the secular determinants. Let Φ be that of the empty field. Up to constants that cancel below, one atom gives Φ/α³, and both atoms give Φ∏_j(1/α² − T_j²). Hence 𝒟 is the ratio (both atoms)(empty field) over (A alone)(B alone). Its zeros minus its poles therefore give the interaction energy E_AB − E_A − E_B + E_0:

U = ½ (1/2πi) ∮ ω d(ln 𝒟).

The contour runs counterclockwise round the right half-plane. Atoms of finite size do not respond to very short waves, so 𝒟 → 1 on the distant arc. What remains is the imaginary axis, traversed downwards with ω = iξ:

U = −(1/4π) ∫₋∞^∞ ξ (d ln 𝒟/dξ) dξ = (1/4π) ∫₋∞^∞ ln 𝒟 dξ = (1/2π) ∫₀^∞ ln 𝒟(iξ) dξ.

The second form is an integration by parts, and the third uses the evenness of 𝒟. The waves decay on this axis, so a large box may be replaced by free space.

Since α₀ ≪ R³, ln 𝒟 ≈ −α²(T∥² + 2T⊥²). The squares add to

[4(1 + 2x + x²) + 2(1 + 2x + 3x² + 2x³ + x⁴)] e^(−2x)/R⁶ = 2g(x)/R⁶,

g(x) = (3 + 6x + 5x² + 2x³ + x⁴)e^(−2x).

Therefore

U(R) = −(1/πR⁶) ∫₀^∞ α²(iξ) g(ξR/c) dξ.

The response cuts the integral off near ξ = ω₀, and the travel time cuts it off near ξ = 2c/R, where g has fallen to about 0.4 of g(0). The lower cutoff controls the energy.

**5. The two limits weighed against each other**

*Response cutoff lower, u ≪ 1.* Here g ≈ g(0) = 3. With ξ = ω₀y and ∫₀^∞ dy/(1 + y²)² = π/4,

U = −C₆/R⁶,  C₆ = (3/π)(π/4)α₀²ω₀ = ¾α₀²ω₀.

*Travel cutoff lower, u ≫ 1.* The surviving frequencies lie far below ω₀, so α ≈ α₀. Put ξ = cx/R and use ∫₀^∞ xⁿe^(−2x)dx = n!/2ⁿ⁺¹:

∫₀^∞ g dx = 3/2 + 3/2 + 5/4 + 3/4 + 3/4 = 23/4,

U = −C₇/R⁷,  C₇ = 23cα₀²/(4π).

The extra power of 1/R is the width c/R of the surviving frequency range. The response time has dropped out: at fixed α₀, faster electrons no longer strengthen the attraction.

The two laws are equal at

R* = C₇/C₆ = 23c/(3πω₀) = 2.44 cτ.

For unlike atoms, partial fractions give

∫₀^∞ ω_A²ω_B² dξ/[(ω_A² + ξ²)(ω_B² + ξ²)] = (π/2) ω_Aω_B/(ω_A + ω_B).

Hence C₆ = (3/2)α_Aα_B ω_Aω_B/(ω_A + ω_B), where α_A and α_B are now static values. C₇ contains α_Aα_B in place of α₀², so

R* = (23c/6π)(τ_A + τ_B).

The response times add, and the slower atom contributes more to the crossover length.

**6. How broad the crossover is**

For equal atoms, divide U by its near law:

f(u) = (4/3π) ∫₀^∞ g(uy)/(1 + y²)² dy.

Differentiation gives

g′ = −2x(1 + 2x + x³)e^(−2x) < 0.

Thus g ≤ 3 and f < 1. Replacing α by the larger α₀ also gives f < R*/R. At R* both bounds equal 1, so the true energy there is smaller in size than either limiting law predicts.

For small x the derivative is −2x + 4x³ + …, so g = 3 − x² + x⁴ + …. Since ∫₀^∞ y²dy/(1 + y²)² = π/4,

f = 1 − u²/3 + O(u³).

The remainder of g is bounded by a constant times the smaller of x⁴ and x². Inserting this bound, with 1/(1 + y²)² < 1/y⁴ and x = uy, gives an error of order u³. The loss therefore starts quadratically.

Now take ħω₀ = 15 eV. With ħc = 1973.3 eV Å, cτ = 1973.3/15 = 131.6 Å and τ = 43.9 as. The integral for f was evaluated by Gauss–Legendre quadrature after mapping the half-line to a unit interval.

- Equal times, 2R/c = τ, occur at R = cτ/2 = 66 Å. Here f = 0.95: this is the onset.
- The laws cross at R* = 2.44 × 131.6 = 321 Å, or 32.1 nm. The round trip takes 214 as, or 4.9 response times, and f = 0.65. The local power of 1/R is 6.5, about midway between 6 and 7.
- Half the unretarded energy is lost at 503 Å.

These are different markers of one gradual change. Each is proportional to cτ, and a quoted crossover distance needs its definition.

**7. From atoms to a particle on a wafer**

Let two flat bodies of atomic density ρ be separated by D, and add the energies of all pairs. At vertical separation s, the number of pairs of layers contributes a weight s − D. Lateral integration at fixed s gives 2πr dr. The energy per area is

W = 2πρ² ∫_D^∞ (s − D) ds ∫_s^∞ rU(r) dr = πρ² ∫_D^∞ r(r − D)²U(r) dr,

because ∫_D^r (s − D)ds = (r − D)²/2. Insert U = −C₆f/r⁶ and r = D/t:

W = −A G(D)/(12πD²),  A = π²ρ²C₆,

G(D) = 12 ∫₀¹ t(1 − t)² f(ω₀D/(ct)) dt.

Without delay, f = 1 and the integral is 1/12, so G = 1. Far away f = R*t/D, and ∫₀¹ t²(1 − t)²dt = 1/30. Thus G → 0.4R*/D, and the limiting laws cross at

D* = 0.4R* = 46c/(15πω₀) = 0.976 cτ = 128 Å, or 12.8 nm.

The gap is the smallest distance between interacting atoms, and all other pairs are farther apart, so bodies feel the delay at a smaller D than two atoms do at the same separation.

For a sphere of radius a ≫ D, the local gap at lateral distance b is z = D + b²/2a. Then b db = a dz, and adding the pressure |dW/dz| over rings gives

F = 2πa|W(D)| = aA G(D)/(6D²).

I take 4πρα₀ = 0.8. Then A = (3/64)(0.8)²(15 eV) = 0.45 eV. At 4 Å the unretarded force is 5000 × 0.45/(6 × 16) = 23.4 eV/Å. Quadrature for G gives:

- D = 4 Å: G = 0.99, F = 23.3 eV/Å.
- D = 50 Å: G = 0.82, F = 0.123 eV/Å.
- D = 200 Å: G = 0.47, F = 4.4×10⁻³ eV/Å.
- D = 1000 Å: G = 0.125, F = 4.7×10⁻⁵ eV/Å.

In this model, delay hardly alters the pull at contact but, within the formula for a ≫ D, reduces the pull on a particle 1000 Å away eightfold. At that gap D/a is already 0.2, so the last force is only a rough value; section 8 gives the corrections.

The loss at 4 Å is larger than u²/3 with u = 4/131.6, which would be 0.03 percent. Putting f ≈ 1 − u²/(3t²) into G gives a loss 4u²∫(1 − t)²dt/t. It grows logarithmically towards small t until the expansion fails at t ≈ u. Distant pairs therefore enhance the small loss to order u² ln(1/u).

**8. What the model leaves out**

*Response of the dense solid.* Atoms also polarize their neighbours. With s = 0.8/(1 + ξ²/ω₀²), the local-field relation is

ε(iξ) = (1 + 2s/3)/(1 − s/3),

so ε(0) = 2.09. The mode sum of section 4 now applies to waves reflected between two surfaces. A wave with lateral wavevector q reproduces itself when 1 − r²e^(−2κD) = 0. Since q dq = κ dκ,

W = (1/4π²) ∫₀^∞ dξ ∫ κ dκ Σ ln(1 − r²e^(−2κD)), κ from √ε₃ ξ/c to ∞.

The sum covers both polarizations, and ε₃ belongs to the gap. Matching the tangential fields gives r = (κ − κ₁)/(κ + κ₁) for one polarization and (εκ − ε₃κ₁)/(εκ + ε₃κ₁) for the other, with κ₁² = κ² + (ε − ε₃)ξ²/c².

For an empty gap, quadrature gives A = 0.38 eV instead of 0.45 eV, and limiting laws that cross at 119 Å instead of 128 Å. At a gap of 128 Å, G changes from 0.59 to 0.57. Together, the changes in A and G lower the attraction there by about 20 percent.

*Lattice vibrations.* Adding 1.8/[1 + (ξ/0.12 eV)²] to ε, a rough infrared response, raises the dense-solid attraction at 128 Å by about 5 percent. The change grows with the gap, because delay removes the high electronic frequencies first, and reaches about 23 percent at 1000 Å.

*Temperature.* A mode of frequency ω has free energy kT ln[2 sinh(ω/2kT)]. The product formula for sinh turns the integral (1/2π)∫dξ into kT times a sum over ξₙ = 2πnkT, with half weight at n = 0. At 300 K, kT = 0.0259 eV and c/(2πkT) = 1.2×10⁴ Å. In the pair-sum model the attraction at D* changes by less than one part in a million. At three thermal lengths, about 3.6×10⁴ Å, it nearly doubles relative to its zero-temperature value, because the n = 0 term has no delay.

*Curvature.* Slicing the whole sphere into discs and integrating by parts twice gives

F = 2πa[|W(D)| + |W(D + 2a)|] − 2π ∫_D^(D+2a) |W(z)| dz.

At D* this is 1.6 percent below the formula for a ≫ D. At 1000 Å it is 10 percent below, and the reduction by delay is then about sevenfold instead of eightfold.

*Water in the gap.* This is the largest change considered here. Take ε₃ = 1 + 0.78/[1 + (ξ/12.5 eV)²] as a rough electronic response. The reflection formula gives A = 0.024 eV, and the crossover gap falls to 73 Å. Both depend on the small mismatch between solid and water, so they are sensitive to the rough input: a water resonance of 11 eV gives 0.036 eV and 48 Å, and one of 14 eV gives 0.016 eV and 109 Å. Water molecules also rotate, which raises the static permittivity to roughly 80, against 3.9 for the solid with its lattice response. Expanding the logarithm in the n = 0 term gives a separate contribution

A₀ = ¾kT Σ_m Δ^(2m)/m³,  Δ = (3.9 − 80)/(3.9 + 80),

or 0.018 eV. Near contact it is comparable with the electronic part. Since ξ = 0 it is not retarded, and at 128 Å it is the larger of the two. Dissolved ions, omitted here, screen it.

**9. Beside the real case**

The inputs are rough values for silica, whose optical permittivity is about 2.1 and whose Hamaker constant across vacuum is roughly 0.4 eV. The model lies in that regime. Real surfaces are rough, may carry charge, and deform at contact, while residual liquid can add a capillary force. Any of these can outweigh the 0.7 percent retardation loss at contact. If roughness merely raised the effective gap from 4 to 8 Å, the D⁻² law would cut the contact force about fourfold. The contact force is thus an estimate for smooth bodies. For a dry gap between bodies whose response is dominated by one electronic frequency, cτ is a useful design length: at a tenth of it the delay costs about 4 percent for the silica values used here, and near or beyond it the delay must be included. Here τ = 1/ω₀ belongs to the single atom. In the dense-solid model the optical resonance lies lower, at ω₀√(1 − s/3) with s taken at ξ = 0, so using that frequency for τ overstates the crossover gap, strongly so for solids of high permittivity. In water that rule does not cover the zero-frequency part, and the crossover of the electronic part depends on the response of the water as well as on cτ.

Numerical values quoted here were computed with a short program.
